**Golden-ratio gap of a critical two-dimensional quantum paraelectric**

The program tests the large-N result Δ = 2k_BT ln[(1+√5)/2] ≈ 0.9624 k_BT, where Δ is the soft-mode gap of a short-range layer tuned to its zero-temperature critical point. The law holds for k_BT far below the cutoff energy ħcΛ and for T far below T_u, where k_BT_u = ħ²u/(2πρ²c²); ρ is the inertia per area, c the mode velocity, u the quartic coupling and Λ the momentum cutoff. Exact diagonalization of a single N-component oscillator is asserted to approach the saddle equation with an error that roughly halves when N doubles. A square-lattice calculation with heat kernels asserts the universal number, the infrared logarithm, the finite-coupling shift and the effect of detuning. Momentum quadrature is asserted to agree with the closed integral and with the first-order correction. For a two-cell layer with rough SrTiO₃-like parameters, the output gives a universal gap of 0.083 meV (20 GHz) at 1 K and a 5% deviation from the law at 1.2 K. It also shows that dipolar forces, absent from the model, are very large for longitudinal motion: about 150 k_BT at the thermal wavevector at 1 K. The universal number survives them at low temperature within the saddle approximation, which is uncontrolled for such a layer.

## Numerical verification

```python
"""Thermal soft-mode gap of a critical two-dimensional large-N quantum paraelectric.

Result under test: gap = 2 k T ln(golden ratio), for k T far below the cutoff
energy hbar c Lambda and below k T_u = hbar^2 u / (2 pi rho^2 c^2).
Symbols: x_a  polar displacement, a = 1..N;  rho  inertia per area;  c  velocity;
energy per area (r0/2) x^2 + (u/4N) (x^2)^2;  Lambda  momentum cutoff;
G  mean square displacement per component;  y = gap / (k T).
Saddle equation: rho Omega^2 = r0 + u G, gap = hbar Omega.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, i0e, j0

golden = (1 + np.sqrt(5)) / 2
y_universal = 2 * np.log(golden)

# ---- 1. Thermal gain against zero-point loss, by quadrature -----------------


def balance(y):
    gain = quad(lambda z: 2 * np.exp(-z) / (-np.expm1(-z)), y, 60,
                epsabs=1e-12, limit=200)[0]
    return gain - y


y_balance = brentq(balance, 0.2, 3, xtol=1e-12)
assert abs(y_balance - y_universal) < 1e-8

# ---- 2. Saddle equation against exact diagonalization of one site -----------
# Units hbar = mass = k = 1; H = p^2/2 + r0 x^2/2 + u (x^2)^2/(4N).
SITE_R0, SITE_U, SITE_T = 0.5, 2.0, 1.0


def radial_spectrum(dim, ang, width, size=60):
    """Energies and mean x^2 at angular momentum ang in dim dimensions."""
    alpha = ang + dim / 2 - 1
    n = np.arange(size + 2)
    off = -np.sqrt(n[1:] * (n[1:] + alpha)) / width
    r2 = np.diag((2 * n + alpha + 1) / width) + np.diag(off, 1) + np.diag(off, -1)
    ham = (np.diag(width * (2 * n + alpha + 1))
           + 0.5 * (SITE_R0 - width**2) * r2 + SITE_U / (4 * dim) * r2 @ r2)
    energy, vec = np.linalg.eigh(ham[:size, :size])
    return energy, np.sum(vec * (r2[:size, :size] @ vec), axis=0)


omega_hot = brentq(lambda w: w * w - SITE_R0
                   - SITE_U / (2 * w * np.tanh(w / (2 * SITE_T))), 0.3, 6)
omega_cold = brentq(lambda w: w * w - SITE_R0 - SITE_U / (2 * w), 0.3, 6)
g_saddle = 1 / (2 * omega_hot * np.tanh(omega_hot / (2 * SITE_T)))
site_sizes = (16, 32, 64)
err_g, err_pole = [], []
for dim in site_sizes:
    logs, squares = [], []
    for ang in range(111):
        energy, r2_mean = radial_spectrum(dim, ang, omega_hot)
        log_deg = (np.log(2 * ang + dim - 2) + gammaln(ang + dim - 2)
                   - gammaln(ang + 1) - gammaln(dim - 1))
        logs.append(log_deg - energy / SITE_T)
        squares.append(r2_mean)
    logs, squares = np.array(logs), np.array(squares)
    weight = np.exp(logs - logs.max())
    g_exact = np.sum(weight * squares) / np.sum(weight) / dim
    err_g.append(g_exact / g_saddle - 1)
    first = (radial_spectrum(dim, 1, omega_cold)[0][0]
             - radial_spectrum(dim, 0, omega_cold)[0][0])
    err_pole.append(first / omega_cold - 1)
for err in (err_g, err_pole):
    assert abs(err[2]) < 0.03
    assert 1.6 < err[1] / err[2] < 2.5

# ---- 3. Square lattice by heat kernels: universality and corrections --------
# Units hbar = k = rho = c = lattice constant = 1.
log_time = np.arange(-25, 60, 0.01)
time = np.exp(log_time)
lattice_kernel = i0e(2 * time)**2


def lattice_g_difference(temp, omega, omega_cold_ref=0.0):
    """G(temp, omega) - G(0, omega_cold_ref) on the square lattice."""
    z = time * temp**2
    j = np.arange(1, 7)[:, None]
    cold_kernel = 1 / np.sqrt(4 * np.pi * time)
    short = cold_kernel * (1 + 2 * np.exp(-j**2 / (4 * z)).sum(axis=0))
    long = temp * (1 + 2 * np.exp(-4 * np.pi**2 * j**2 * z).sum(axis=0))
    hot_kernel = np.where(z < 0.1, short, long)
    f = time * lattice_kernel * (np.exp(-time * omega**2) * hot_kernel
                                 - np.exp(-time * omega_cold_ref**2) * cold_kernel)
    return np.sum(f) * 0.01


def lattice_y(temp, inverse_u=0.0, omega_ref=0.0):
    return brentq(lambda y: lattice_g_difference(temp, y * temp, omega_ref)
                  - inverse_u * (y * temp)**2, 0.3, 3, xtol=1e-11)


lattice_temps = (0.04, 0.02, 0.01)
lattice_roots = [lattice_y(t) for t in lattice_temps]
for t, y in zip(lattice_temps, lattice_roots):
    assert abs(y - y_universal) < 0.2 * t

lattice_u = 20.0
shift_seen = lattice_y(0.01, 1 / lattice_u) - lattice_roots[2]
shift_law = -2 * y_universal**2 / np.sqrt(5) * 0.01 * 2 * np.pi / lattice_u
assert abs(shift_seen / shift_law - 1) < 0.05

infrared = lattice_g_difference(0.05, 1e-5) - lattice_g_difference(0.05, 1e-4)
assert abs(infrared / (0.05 / (2 * np.pi) * np.log(10)) - 1) < 1e-3

y_detuned = lattice_y(0.01, 0.0, 0.01)
y_detuned_law = 2 * np.arcsinh(np.exp(0.5) / 2)
assert abs(y_detuned / y_detuned_law - 1) < 0.01
small_detuning = (lattice_y(0.01, 0.0, 0.0005) - lattice_roots[2]) / 0.05
assert abs(small_detuning * np.sqrt(5) - 1) < 0.05

# ---- 4. Worked example: energies in meV, lengths in nm ----------------------
hbar_c = 5.0             # hbar times soft-mode velocity, meV nm
cell = 0.4               # nm
layers = 2
components = 2
mode_mass_u = 24.0
mode_charge = 7.0        # in units of e
quartic_ev_a4 = 50.0     # b in b x^4/4 per cell, eV/angstrom^4

mev = const.e * 1e-3
k_b = const.k / mev
hbar2_over_mass = const.hbar**2 / (mode_mass_u * const.atomic_mass) / mev * 1e18
inertia = hbar2_over_mass * cell**2 / layers        # hbar^2/rho, meV nm^4
u_layer = components * layers * quartic_ev_a4 * 1e7 / cell**2   # meV/nm^6
cutoff = 2 * np.sqrt(np.pi) / cell                  # disc with the zone's area
e_squared = const.e**2 / (4 * np.pi * const.epsilon_0) / mev * 1e9   # meV nm
dipolar = 2 * np.pi * (layers * mode_charge / cell**2)**2 * e_squared * inertia
t_u = inertia**2 * u_layer / (2 * np.pi * hbar_c**2) / k_b      # K

node, node_weight = np.polynomial.legendre.leggauss(800)
s = 0.5 * (node + 1)
k_grid = cutoff * s**4
k_weight = 0.5 * node_weight * 4 * cutoff * s**3


def g_difference(temp, gap, dipole=0.0):
    """G(temp, gap) - G(0, 0) in nm^2 by momentum quadrature."""
    cold2 = (hbar_c * k_grid)**2 + dipole * k_grid
    hot = np.sqrt(gap**2 + cold2)
    f = 1 / (hot * np.tanh(hot / (2 * k_b * temp))) - 1 / np.sqrt(cold2)
    return inertia / (4 * np.pi) * np.sum(k_weight * k_grid * f)


def log_sinh(z):
    return z + np.log(-np.expm1(-2 * z)) - np.log(2)


def g_closed(temp, gap):
    top = np.hypot(gap, hbar_c * cutoff)
    kt2 = 2 * k_b * temp
    return inertia / (4 * np.pi * hbar_c**2) * (
        kt2 * (log_sinh(top / kt2) - log_sinh(gap / kt2)) - hbar_c * cutoff)


for temp, y in ((1.0, 0.5), (10.0, 1.3), (40.0, 0.8)):
    gap = y * k_b * temp
    assert abs(g_difference(temp, gap) / g_closed(temp, gap) - 1) < 1e-6


def layer_y(temp, with_dipoles=False):
    def residual(y):
        gap = y * k_b * temp
        g = g_difference(temp, gap)
        if with_dipoles:
            g = 0.5 * (g + g_difference(temp, gap, dipolar))
        return gap**2 - inertia * u_layer * g
    return brentq(residual, 0.02, 3, xtol=1e-11)


def correction_law(temp):
    return 2 * y_universal**2 / np.sqrt(5) * (
        k_b * temp / (4 * hbar_c * cutoff) - temp / t_u)


assert abs((layer_y(0.1) - y_universal) / correction_law(0.1) - 1) < 0.03
assert abs(layer_y(0.01, True) - y_universal) < 0.005

# Fourier transform of 1/r in the plane is 2 pi/k: basis of the dipolar term.
radius = np.arange(0, 1500, 0.01)
kernel = np.exp(-0.01 * radius) * j0(2 * radius)
coulomb = 2 * np.pi * 0.01 * (kernel.sum() - 0.5 * (kernel[0] + kernel[-1]))
assert abs(coulomb / (2 * np.pi / 2) - 1) < 1e-3

temp_main = 1.0
kt = k_b * temp_main
gap_main = y_universal * kt
k_thermal = kt / hbar_c
rms_nm = np.sqrt(inertia * cutoff / (4 * np.pi * hbar_c))
rms_polar = mode_charge * const.e * rms_nm * 1e-9 / (cell * 1e-9)**3 * 100
t_five = brentq(lambda t: layer_y(t) / y_universal - 0.95, 0.05, 20)
cold_gap_five = 0.05 * y_universal * np.sqrt(5) * kt

print(f"golden ratio: {golden:.6f}")
print(f"gap/kT, 2 ln(golden ratio): {y_universal:.6f}")
print(f"gap/kT from thermal/zero-point balance: {y_balance:.6f}")
print(f"occupation of the k=0 mode: {1 / np.expm1(y_balance):.6f}")
print("One-site test of the saddle (relative error of saddle):")
for dim, a, b in zip(site_sizes, err_g, err_pole):
    print(f"  N={dim}: exact/saddle-1, <x^2> {a:.5f}, T=0 gap {b:.5f}")
print("Square lattice, T in units of hbar c/(k a):")
for t, y in zip(lattice_temps, lattice_roots):
    print(f"  T={t:.2f}: gap/kT {y:.6f}")
print(f"  finite-u shift at T=0.01, u=20: {shift_seen:.6f}")
print(f"  same shift from first-order law: {shift_law:.6f}")
print(f"  detuned, cold gap = kT: gap/kT {y_detuned:.5f}")
print(f"  same from crossover law: {y_detuned_law:.5f}")
print("Example inputs (rough, SrTiO3-like regime):")
print(f"  hbar c: {hbar_c:.1f} meV nm; cell: {cell:.1f} nm")
print(f"  velocity c: {hbar_c * mev * 1e-9 / const.hbar / 1000:.2f} km/s")
print(f"  layers: {layers}; components N: {components}")
print(f"  mode mass: {mode_mass_u:.0f} u; mode charge: {mode_charge:.0f} e")
print(f"  quartic constant b: {quartic_ev_a4:.0f} eV/angstrom^4")
print("Example results:")
print(f"  hbar^2/rho: {inertia:.4e} meV nm^4")
print(f"  u: {u_layer:.4e} meV/nm^6")
print(f"  cutoff Lambda: {cutoff:.3f} 1/nm")
print(f"  cutoff energy: {hbar_c * cutoff:.2f} meV")
print(f"  cutoff temperature: {hbar_c * cutoff / k_b:.0f} K")
print(f"  coupling temperature T_u: {t_u:.2f} K")
print(f"  critical rms displacement per component: {rms_nm * 1000:.2f} pm")
print(f"  critical rms polarization: {rms_polar:.2f} uC/cm2")
print(f"  kT at 1 K: {kt:.5f} meV")
print(f"  universal gap at 1 K: {gap_main:.5f} meV")
print(f"  universal gap at 1 K: {gap_main * mev / const.h / 1e9:.2f} GHz")
print(f"  correlation length hbar c/gap at 1 K: {hbar_c / gap_main:.1f} nm")
print("Full saddle solution, gap/kT without | with dipolar forces:")
for t in (0.1, 1.0, 5.0, 10.0):
    print(f"  T={t:.1f} K: {layer_y(t):.5f} | {layer_y(t, True):.5f}")
print(f"  first-order correction to gap/kT at 1 K: {correction_law(1.0):.5f}")
print(f"  gap 5% below universal law at T: {t_five:.3f} K")
print("Sizes of neglected effects at 1 K:")
print(f"  first thickness mode: {np.pi * hbar_c / (layers * cell):.2f} meV")
print(f"  thermal wavevector kT/(hbar c): {k_thermal:.5f} 1/nm")
print(f"  dipolar energy there: {np.sqrt(dipolar * k_thermal):.2f} meV")
print(f"  dipolar energy/kT: {np.sqrt(dipolar * k_thermal) / kt:.0f}")
print(f"  cold gap that shifts gap/kT by 5%: {cold_gap_five:.5f} meV")
print(f"  its fractional detuning of r0: {cold_gap_five / (hbar_c * cutoff):.2e}")
print("ALL CHECKS PASSED")
```

Output:

```
golden ratio: 1.618034
gap/kT, 2 ln(golden ratio): 0.962424
gap/kT from thermal/zero-point balance: 0.962424
occupation of the k=0 mode: 0.618034
One-site test of the saddle (relative error of saddle):
  N=16: exact/saddle-1, <x^2> -0.03074, T=0 gap 0.02368
  N=32: exact/saddle-1, <x^2> -0.01565, T=0 gap 0.01198
  N=64: exact/saddle-1, <x^2> -0.00790, T=0 gap 0.00602
Square lattice, T in units of hbar c/(k a):
  T=0.04: gap/kT 0.961705
  T=0.02: gap/kT 0.961977
  T=0.01: gap/kT 0.962179
  finite-u shift at T=0.01, u=20: -0.002582
  same shift from first-order law: -0.002603
  detuned, cold gap = kT: gap/kT 1.50267
  same from crossover law: 1.50316
Example inputs (rough, SrTiO3-like regime):
  hbar c: 5.0 meV nm; cell: 0.4 nm
  velocity c: 7.60 km/s
  layers: 2; components N: 2
  mode mass: 24 u; mode charge: 7 e
  quartic constant b: 50 eV/angstrom^4
Example results:
  hbar^2/rho: 1.3934e-04 meV nm^4
  u: 1.2500e+10 meV/nm^6
  cutoff Lambda: 8.862 1/nm
  cutoff energy: 44.31 meV
  cutoff temperature: 514 K
  coupling temperature T_u: 17.93 K
  critical rms displacement per component: 4.43 pm
  critical rms polarization: 7.77 uC/cm2
  kT at 1 K: 0.08617 meV
  universal gap at 1 K: 0.08294 meV
  universal gap at 1 K: 20.05 GHz
  correlation length hbar c/gap at 1 K: 60.3 nm
Full saddle solution, gap/kT without | with dipolar forces:
  T=0.1 K: 0.95790 | 0.95343
  T=1.0 K: 0.92124 | 0.88697
  T=5.0 K: 0.81123 | 0.72851
  T=10.0 K: 0.72909 | 0.63156
  first-order correction to gap/kT at 1 K: -0.04581
  gap 5% below universal law at T: 1.190 K
Sizes of neglected effects at 1 K:
  first thickness mode: 19.63 meV
  thermal wavevector kT/(hbar c): 0.01723 1/nm
  dipolar energy there: 12.90 meV
  dipolar energy/kT: 150
  cold gap that shifts gap/kT by 5%: 0.00927 meV
  its fractional detuning of r0: 2.09e-04
ALL CHECKS PASSED
```
